# Half-Integer Conductance Plateaus and Bias–Gate Diamonds of a Point Contact

Q: A point contact at small bias has conductance steps of $2e^2/h$. You say that a finite bias produces new plateaus between them. Before I accept that, tell me what current you are calculating.

A: The current of independent electrons between two reservoirs, source and drain, with electrochemical potentials $\mu_s$ and $\mu_d$. I take $e>0$ and define the bias by $\mu_s-\mu_d=eV$. I count $I$ as $e$ times the net electron rate from source to drain, so $I>0$ when $V>0$; the conventional current points the other way.

First take a uniform wire of length $L$ with periodic wave numbers $k$. A right-moving state in subband $n$ carries $ev/L$, where $v=\hbar^{-1}dE/dk$. With two spins and $\sum_k\to(L/2\pi)\int dk$, the right-movers carry

$$
I_\rightarrow=2\,\frac{L}{2\pi}\int dk\,\frac{e}{L}\,\frac{1}{\hbar}\frac{dE}{dk}\,f_s(E)
=\frac{2e}{h}\int dE\,f_s(E).
$$

The velocity has cancelled the one-dimensional density of states. Here $f_s$ is the Fermi function at $\mu_s$, because right-movers come from the source. Left-movers come from the drain and carry $f_d$.

Now let the constriction transmit a fraction $T_n(E)$ and let it not mix subbands. For the mirror-symmetric barrier used below, the fraction is the same from both sides. Subtracting the two flows gives

$$
I=\frac{2e}{h}\sum_n\int dE\,T_n(E)\,[f_s(E)-f_d(E)].
$$

Q: You need a $T_n$ that does not mix subbands. Does any reasonable constriction have that property?

A: A saddle potential does:

$$
W(x,y)=U-\tfrac12m\omega_x^2x^2+\tfrac12m\omega_y^2y^2 .
$$

The $y$ motion is a harmonic oscillator, so subband $n=0,1,\dots$ has its threshold at $E_n=U+\hbar\omega_y(n+\tfrac12)$. The $x$ motion obeys

$$
-\frac{\hbar^2}{2m}\psi_{xx}-\tfrac12m\omega_x^2x^2\psi=(E-E_n)\psi .
$$

With $\xi=x\sqrt{m\omega_x/\hbar}$ and $\varepsilon=(E-E_n)/\hbar\omega_x$, division by $-\hbar\omega_x/2$ gives

$$
\psi''+(\xi^2+2\varepsilon)\psi=0 .
$$

For large $|\xi|$ try $\psi=\xi^a e^{i\xi^2/2}$. Then $\psi'=(i\xi+a/\xi)\psi$, and

$$
\psi''=\left[-\xi^2+2ia+i+O(\xi^{-2})\right]\psi .
$$

The equation requires $2ia+i+2\varepsilon=0$, so $a=i\varepsilon-\tfrac12$. The second solution is the complex conjugate on the real axis.

For a wave arriving from the left,

$$
\psi\to t\,\xi^{i\varepsilon-1/2}e^{i\xi^2/2}\quad(\xi\to+\infty),
$$
$$
\psi\to|\xi|^{-i\varepsilon-1/2}e^{-i\xi^2/2}
+r|\xi|^{i\varepsilon-1/2}e^{i\xi^2/2}\quad(\xi\to-\infty).
$$

On the left, the phase $-\xi^2/2$ increases with $\xi$, so that term does travel to the right. All these waves have unit flux in magnitude, hence $|r|^2+|t|^2=1$.

Q: That is one equation for two unknowns.

A: The second comes from continuing the solution through the upper half of the complex $\xi$ plane, which is allowed because the differential equation has no singularity at finite $\xi$. Put $\xi=\rho e^{i\varphi}$ with large $\rho$. Then

$$
|e^{i\xi^2/2}|=e^{-\rho^2\sin(2\varphi)/2}.
$$

This wave is the smaller one for $0<\varphi<\pi/2$ and the larger one for $\pi/2<\varphi<\pi$. Inside a sector the two waves differ exponentially in size. The coefficient of the larger wave is fixed, because it sets the leading behaviour of one analytic solution on neighbouring rays. The smaller wave is hidden beneath the neglected $O(\xi^{-2})$ corrections to the larger, so its coefficient can change; since the equation is linear, the change is proportional to the coefficient of the larger wave. In the first sector the larger wave is absent, so $t$ cannot change. In the second our wave is itself the larger, so $t$ again cannot change. At $\varphi=\pi$ it must be the reflected wave:

$$
r\rho^{i\varepsilon-1/2}=t(\rho e^{i\pi})^{i\varepsilon-1/2}
=-i\,t\,e^{-\pi\varepsilon}\rho^{i\varepsilon-1/2}.
$$

Thus $|r|^2=|t|^2e^{-2\pi\varepsilon}$, and flux conservation gives

$$
T_n(E)=|t|^2=\frac{1}{1+e^{-2\pi(E-E_n)/\hbar\omega_x}} .
$$

Direct integration of the wave equation gives 0.13182 at $\varepsilon=-0.3$ and 0.92507 at $\varepsilon=0.4$, in agreement with this formula to the printed digits. Each threshold is a step smeared over an energy of order $\hbar\omega_x/2\pi$.

Q: Fine. Now apply a bias. Relative to what do the thresholds stay fixed?

A: That is the decisive assumption. Measure energies from a reference in which the thresholds do not move with bias, and write

$$
\mu_s=\beta eV,\qquad \mu_d=-(1-\beta)eV .
$$

The difference is $eV$ for every $\beta$. One reference and one $\beta$ for all subbands is part of the assumption; if the thresholds move differently with bias, each subband has its own $\beta_n$. A symmetric voltage drop means $\beta=\tfrac12$: the saddle follows the mean of the two electrochemical potentials. At zero temperature,

$$
I=\frac{2e}{h}\sum_n\int_{\mu_d}^{\mu_s}T_n(E)\,dE .
$$

Only the limits depend on $V$, with $d\mu_s/dV=\beta e$ and $d\mu_d/dV=-(1-\beta)e$. The minus sign of the lower limit cancels the latter sign:

$$
\frac{dI}{dV}=G_0\sum_n\left[\beta T_n(\mu_s)+(1-\beta)T_n(\mu_d)\right],
\qquad G_0=\frac{2e^2}{h}.
$$

For sharp steps, let $N_s$ and $N_d$ be the numbers of thresholds below $\mu_s$ and $\mu_d$. With $\beta=\tfrac12$,

$$
\frac{dI}{dV}=G_0\,\frac{N_s+N_d}{2}.
$$

If exactly one threshold lies between the two levels, then $N_d=N$, $N_s=N+1$, and the conductance is $(N+\tfrac12)2e^2/h$.

Q: So a subband becomes half transparent?

A: No. It is fully open to electrons from the source, while the drain has none at energies above its threshold. When $V$ grows by $dV$, the source level rises by only $e\,dV/2$, and this subband gains half the usual current. In a subband open to both reservoirs, the other half comes from the falling drain level, which reduces the return flow.

Q: Does the pattern of half-integers simply continue as I raise the bias?

A: Not as the only intermediate values. The sum $N_s+N_d$ is odd when $N_s-N_d$ is odd, so that difference decides. Suppose the spacing is $\Delta$ and the gate moves all thresholds together. For $0<eV<\Delta$, the window between the reservoir levels holds either no threshold or one. Within each period $\Delta$ of threshold energy, the half-integer plateau has width $eV$ and the integer plateau has width $\Delta-eV$.

For $\Delta<eV<2\Delta$, once the second threshold has dropped below $\mu_s$, the window holds one or two thresholds. With two, $(N_s+N_d)/2=N_d+1$ is again an integer. The widths are then $2\Delta-eV$ for half-integers and $eV-\Delta$ for integers. The lowest half-integer plateau, $(N_s,N_d)=(1,0)$, is an exception: it lasts from $E_0=\mu_s$ to $E_1=\mu_s$ and has width $\Delta$, because no lower threshold exists to share the window. An explicit sum over the states of a uniform wire at $eV=1.4\Delta$ gives $1.5000\,G_0$ for $(N_s,N_d)=(2,1)$ and $2.0000\,G_0$ for $(3,1)$.

Q: Real steps are smeared, and the reservoirs are warm. What survives?

A: At finite temperature, use $\partial f/\partial\mu=-\partial f/\partial E$. Each $T_n(\mu)$ in the conductance is replaced by

$$
\overline T_n(\mu)=\int dE\,T_n(E)\left[-\frac{\partial f(E-\mu)}{\partial E}\right].
$$

This adds a smearing of order $kT$. To see both kinds of plateau below the first crossing, $\hbar\omega_x/2\pi$ and $kT$ must be small compared with both $eV$ and $\Delta-eV$.

There is a trap here. The saddle formula satisfies $T(x)+T(-x)=1$, with $x$ measured from threshold, and thermal averaging preserves this because $-\partial f/\partial E$ is even about $\mu$. With $\beta=\tfrac12$ and a well-separated threshold at the mean level, the conductance is therefore a half-integer at any bias small enough to leave the other subbands alone, including zero bias. One value of $1.5\,G_0$ proves nothing. The evidence is a flat interval in gate voltage that is absent at zero bias; spin-split subbands can produce a flat half-integer plateau without any bias.

Q: Then show me an interval, with numbers.

A: I take round model parameters: $\hbar\omega_x=0.6$ meV and a temperature of 0.5 K. The smearing energies are $\hbar\omega_x/2\pi=0.095$ meV and $kT=0.043$ meV. With energies in meV and gate voltage $V_g$ in mV, let

$$
U=-0.05V_g,\qquad \hbar\omega_y=4-0.005V_g .
$$

A more positive gate lowers the saddle and widens the channel. The threshold energies and their gate lever arms are

$$
E_n=-0.05V_g+(n+\tfrac12)(4-0.005V_g),
$$
$$
a_n=-\frac{dE_n}{dV_g}=0.05+0.005(n+\tfrac12).
$$

For $n=1$, $a_1=0.0575$ meV/mV, and $E_1=0$ at $V_g=6/0.0575=104.35$ mV. A shift of $E_1$ by 0.45 meV takes $0.45/0.0575=7.83$ mV of gate voltage. The thermal current, differentiated numerically, gives:

| $V_g$ (mV) | $G/G_0$, $V=0$ | $G/G_0$, $V=1.8$ mV |
|---:|---:|---:|
| 96.52 | 1.0125 | 1.4938 |
| 104.35 | 1.5000 | 1.5000 |
| 112.17 | 1.9875 | 1.5062 |

Here $G=dI/dV$. Across the same gate interval, the zero-bias conductance rises by $0.975\,G_0$ and the finite-bias conductance by $0.012\,G_0$. The small remainder can be traced. In the first row $E_1=0.45$ meV, while $\mu_s=0.90$ meV, so the source level is 0.45 meV above threshold. The last zero-bias entry has the same separation and shows an averaged transmission of 0.9875. Half of this is 0.4938, which is the first finite-bias entry after the open lower subband is subtracted.

With $G_0=77.481\ \mu\mathrm S$, the plateau lies at $1.5\times77.481=116.22\ \mu\mathrm S$.

Q: Could I measure the direct current and divide by $V$ instead?

A: That ratio has no half-integer plateau. With sharp steps, the $N$ lower subbands each contribute an energy window $eV$, and the partly fed subband contributes $\mu_s-E_N=eV/2-E_N$. Therefore

$$
I=\frac{2e}{h}\left[NeV+\frac{eV}{2}-E_N\right],
\qquad
\frac{I}{V}=G_0\left[N+\frac12-\frac{E_N}{eV}\right].
$$

It slopes from $N$ to $N+1$ across the interval. At $E_1=0.45$ meV and $V=1.8$ mV the formula gives $1.5-0.25=1.25$; the smeared calculation gives 1.2507.

Q: My main doubt is the symmetric drop. Does a symmetric device guarantee it?

A: It guarantees less than strictly fixed thresholds. Suppose the contact is mirror-symmetric and the reservoirs are biased by $\pm V/2$ relative to the gates. Reflection exchanges source and drain, so $E_n(V)=E_n(-V)$ relative to the mean. This removes a linear shift but permits $E_n\to E_n+\gamma(eV)^2$. If instead the drain and gates are held fixed while the source alone is biased, the mean moves relative to the gates and this symmetry argument does not apply.

The quadratic shift adds a term to the derivative. Since $T_n$ depends on $E-E_n$, we have $\partial T_n/\partial V=-(dE_n/dV)\,\partial T_n/\partial E$, with $dE_n/dV=2\gamma e^2V$. Integrating over the bias window gives

$$
\frac{dI}{dV}=G_0\sum_n\left\{
\frac{T_n(\mu_s)+T_n(\mu_d)}2
-2\gamma eV\,[T_n(\mu_s)-T_n(\mu_d)]\right\}.
$$

When a subband is open to both reservoirs, the second bracket vanishes. With one threshold in the window, the plateau is at $N+\tfrac12-2\gamma e|V|$ for either sign of the bias. For $\gamma=0.01\ \mathrm{meV}^{-1}$ and $eV=1.8$ meV, this is $1.5-0.036=1.464$, matching the computed 1.4640. The integer plateau checked at the same bias stays at 1.0000.

For $V>0$, a linear asymmetry puts the intermediate plateau at $N+\beta$; reversing the bias moves it to $N+1-\beta$. For $\beta=0.35$, the computed value is 1.3493, against 1.35 for sharp steps.

Q: If the plateau height depends on these details, why should I trust a spacing read from the diamonds?

A: Because the corner uses a difference of reservoir levels. Plot $dG/dV_g$ against $V_g$ and $V$. Its peaks mark the conductance steps, where a threshold meets a reservoir level:

$$
E_n(V_g,V)=\mu_s\quad\text{or}\quad E_n(V_g,V)=\mu_d .
$$

For $V>0$ and a gate that lowers the thresholds, the integer region with $n+1$ open subbands begins when $E_n$ drops below $\mu_d$. It ends when $E_{n+1}$ drops below $\mu_s$. These boundaries meet at a bias $V^*$ where both equalities hold. Subtracting them gives

$$
eV^*=\mu_s-\mu_d=E_{n+1}-E_n .
$$

Neither $\beta$ nor a lever arm appears. A threshold shift common to both subbands also cancels. The result is the spacing at the gate voltage and bias of the corner. If the bias changes the spacing itself, it need not equal the zero-bias spacing. Reversing $V$ supplies the other half of the diamond.

Q: At the corner the integer plateau has zero width. How do you locate it when the steps are smeared?

A: Trace the two peak lines at lower bias, where they are separate, and extrapolate them. Straight lines suffice when the thresholds are linear in gate voltage and fixed in bias; a quadratic bias shift bends the lines and calls for a quadratic fit. In the model, the corner position can be predicted by adding $E_n=-eV/2$ and $E_{n+1}=eV/2$:

$$
0=E_n+E_{n+1}=-0.1V_g+2(n+1)(4-0.005V_g),
$$
$$
V_g^*=\frac{4(n+1)}{0.05+0.005(n+1)} .
$$

For $n=0$ this gives $4/0.055=72.73$ mV, where the spacing is $4-0.005\times72.73=3.636$ meV. The lines extracted from the conductance map meet at the following points:

| Subbands | Corner $V_g$ (mV) | Corner $V$ (mV) | Input spacing (meV) |
|---|---:|---:|---:|
| 0, 1 | 72.73 | 3.636 | 3.636 |
| 1, 2 | 133.33 | 3.333 | 3.333 |
| 2, 3 | 184.61 | 3.076 | 3.077 |

A bias in mV is numerically the spacing in meV. The readings follow the widening of the channel as the gate becomes more positive.

With $\beta=0.35$, the first corner moves to 82.51 mV on the gate and reads 3.587 meV, equal to the input spacing there at the printed precision. With $\beta=\tfrac12$ and the common quadratic shift, it lies at 75.12 mV and reads 3.625 meV, against an input of 3.624 meV. The corner moves, but the reading rule survives.

Q: Can the same lines tell me the lever arm and whether the drop was symmetric?

A: They give the lever arm and the $\beta$ of each subband, if the thresholds are linear in gate voltage and have no quadratic bias shift. Let $V_n$ be the zero-bias gate position of threshold $n$, so $E_n=-a_n(V_g-V_n)$. Its source and drain lines are

$$
V_{g,s}=V_n-\frac{\beta eV}{a_n},\qquad
V_{g,d}=V_n+\frac{(1-\beta)eV}{a_n}.
$$

Their separation is $eV/a_n$, independent of $\beta$, and gives the lever arm. If $q_s$ and $q_d$ are their slopes $dV_g/dV$, then $q_d-q_s=e/a_n$ and

$$
\beta=-\frac{q_s}{q_d-q_s}.
$$

This $\beta$ describes how the threshold moves relative to the two reservoir levels, so it measures the symmetry of the drop only when the mean level is held fixed relative to the gates. If the drain and gates are fixed and the source alone is biased, the mean level rises by $eV/2$ and the gate acts as $V_g+V/2$. A symmetric drop then reads $\beta_n=\tfrac12+a_n/2e$, which is 0.526 for $n=0$ and 0.529 for $n=1$ in this model. The asymmetric map returns $\beta=0.3500$. The symmetric map gives $a_0=0.0525$ and $a_1=0.0575$ meV/mV.

These lever arms provide a second spacing estimate from the zero-bias steps. Linearity gives $a_{n+1}(V_{n+1}-V_n)=E_{n+1}(V_n)$, the spacing at $V_n$, because $E_n(V_n)=0$. Similarly, $a_n(V_{n+1}-V_n)=-E_n(V_{n+1})$ is the spacing at $V_{n+1}$. Averaging the two gives

$$
(104.35-38.10)\times\frac{0.0525+0.0575}{2}=3.644\ \mathrm{meV}.
$$

This differs from the corner value of 3.636 meV because it refers to another gate voltage. The midpoint of the two steps is 71.22 mV, where the input spacing is $4-0.356=3.644$ meV.

Q: What would still spoil the reading in a measurement?

A: A series resistance $R$ would, if ignored. The contact receives $V=V_{\rm applied}-IR$, so a corner read on the applied-voltage axis overestimates the spacing. Differentiating $V_{\rm applied}=V+IR$ with respect to $I$ gives

$$
\frac{dV_{\rm applied}}{dI}=\frac1G+R,
$$

so the apparent plateau height falls as well. Both the bias and the conductance need correction before comparison with these formulas. If the resistance is unequal on the two sides, the current can also move the mean level relative to the gates, and the half-integer plateau then stays displaced after both corrections.

The derivation also assumes spin-degenerate, non-interacting subbands. If the spins are split, each spin subband must be counted separately, with weight $e^2/h$. If interactions make the thresholds depend on occupation, the thresholds can also move with bias. Counting alone then no longer gives the height of a plateau with a threshold inside the bias window; the derivative must include that motion, as it did for the quadratic shift. A plateau away from $N+\tfrac12$ does not by itself identify the cause: we have already found two electrostatic ones, $\beta\ne\tfrac12$ and $\gamma\ne0$. The limit matters most near pinch-off: in measured GaAs point contacts the lowest finite-bias plateau usually lies near $0.2$–$0.3\,G_0$ rather than $0.5\,G_0$, and a further one appears near $0.85\,G_0$. The symmetric non-interacting count gives neither, and is a better guide for the higher subbands. The numerical output below gives the remaining values for this model.

## Computed results

```
G0 = 77.4809 microsiemens
barrier quantum = 0.60 meV
barrier smearing = 0.0955 meV
temperature = 0.50 K; kT = 0.0431 meV
spacing at zero gate = 4.00 meV
saddle lever = 0.0500 meV/mV
spacing lever = 0.0050 meV/mV
Wire sum: mean/spacing, eV/spacing, Ns, Nd, dI/dV/G0
  1.00, 0.30, 1, 1, 1.0001
  0.50, 0.60, 1, 0, 0.5000
  1.53, 0.40, 2, 1, 1.5000
  1.50, 1.40, 2, 1, 1.5000
  2.05, 1.40, 3, 1, 2.0000
Barrier: epsilon, numerical T, formula T (dimensionless)
  -0.3, 0.13182, 0.13182
  0.0, 0.49999, 0.50000
  0.4, 0.92507, 0.92507
example bias = 1.80 mV
Gate mV, E1 meV, G/G0 at zero, G/G0 at bias, I/(V G0)
  96.52, 0.45, 1.0125, 1.4938, 1.2507
  104.35, 0.00, 1.5000, 1.5000, 1.5000
  112.17, -0.45, 1.9875, 1.5062, 1.7493
half-plateau G = 116.221 microsiemens
center current = 209.198 nA
beta=0.35 plateau = 1.3493 G0
gamma = 0.010 1/meV
shifted half-plateau = 1.4640 G0
integer gate = 72.73 mV; G = 1.0000 G0
shifted integer plateau = 1.0000 G0
at 5.0 mV, gate 75.73 mV: 1.0028 G0
Corner: n, bias mV, gate mV, input spacing meV
  0, 3.636, 72.73, 3.636
  1, 3.333, 133.33, 3.333
  2, 3.076, 184.61, 3.077
Subband: n, zero-bias gate mV, read lever meV/mV
  0, 38.10, 0.05250
  1, 104.35, 0.05750
  2, 160.00, 0.06249
width estimate 0-1 = 3.644 meV
width estimate 1-2 = 3.339 meV
beta read from asymmetric lines = 0.3500
asymmetric corner 0: 3.587 mV at gate 82.51 mV
input spacing there = 3.587 meV
shifted corner 0: 3.625 mV at gate 75.12 mV
input spacing there = 3.624 meV
```
